# Nucleus density and initial radius from two random-island coverages: verification in Python

```python
# Result under test: randomly placed islands, all present at cycle 0, cover
#   theta(n) = 1 - exp(-pi*N*(r0 + g*n)^2),
# so coverages at two cycles determine N and r0.
# N: nuclei per nm^2; r0: initial footprint radius in nm;
# g: radial growth in nm per cycle; n: cycle number; a = -ln(1-theta).
# Simulations measure coverage geometrically, without using this formula.
from itertools import product
import numpy as np
from scipy.constants import centi, nano
from scipy.ndimage import distance_transform_edt
from scipy.optimize import brentq
from scipy.spatial import cKDTree

rng = np.random.default_rng(12345)
n1, n2, theta1, theta2, g = 20, 60, 0.30, 0.80, 0.10


def infer(t1, t2, growth=g):
    q1, q2 = np.sqrt(-np.log1p(-t1)), np.sqrt(-np.log1p(-t2))
    density = (q2 - q1)**2 / (np.pi * growth**2 * (n2 - n1)**2)
    radius = growth * (n2 - n1) * q1 / (q2 - q1) - growth * n1
    return density, radius


def coverage(n, density, radius):
    return 1 - np.exp(-np.pi * density * (radius + g * n)**2)


def solve_shape(shape):
    """Solve a(n) = pi*N*shape(r0,n) numerically for both data."""
    a1, a2 = -np.log(1 - theta1), -np.log(1 - theta2)
    radius = brentq(lambda r: shape(r, n2) / shape(r, n1) - a2 / a1, 0, 20)
    return a1 / (np.pi * shape(radius, n1)), radius


N, r0 = infer(theta1, theta2)
a1, a2 = -np.log(1 - theta1), -np.log(1 - theta2)
N_root, r_root = solve_shape(lambda r, n: (r + g * n)**2)
assert np.isclose(N, N_root, rtol=1e-9) and np.isclose(r0, r_root, rtol=1e-9)
assert r0 > 0
n99 = (np.sqrt(-np.log(0.01) / (np.pi * N)) - r0) / g

# Random nuclei on a periodic surface: measured union-of-discs coverage.
L = 1000.0
cycles = np.array([0, n1, 40, n2, n99])
samples, neighbour = [], []
for _ in range(12):
    nuclei = rng.random((rng.poisson(N * L**2), 2)) * L
    tree = cKDTree(nuclei, boxsize=L)
    distance = tree.query(rng.random((100000, 2)) * L)[0]
    samples.append([(distance < r0 + g * n).mean() for n in cycles])
    neighbour.append(tree.query(nuclei, k=2)[0][:, 1].mean())
simulated = np.mean(samples, axis=0)
standard_error = np.std(samples, axis=0, ddof=1) / np.sqrt(len(samples))
assert np.all(abs(simulated - coverage(cycles, N, r0)) < 0.006)
N_recovered, r_recovered = infer(simulated[1], simulated[3])
assert abs(N_recovered / N - 1) < 0.04 and abs(r_recovered - r0) < 0.10
spacing = 1 / (2 * np.sqrt(N))
assert abs(np.mean(neighbour) / spacing - 1) < 0.02

# Growing the free edges of merged islands equals enlarging every disc.
side, pixels = 200.0, 1000
step = side / pixels
axis = (np.arange(pixels) + 0.5) * step
xy = np.stack(np.meshgrid(axis, axis, indexing="ij"), axis=-1).reshape(-1, 2)
nuclei = rng.random((rng.poisson(N * side**2), 2)) * side
distance = cKDTree(nuclei).query(xy)[0].reshape(pixels, pixels)
early = distance < r0 + g * n1
grown = distance_transform_edt(~early) * step <= g * (n2 - n1)
mismatch = np.mean(grown != (distance < r0 + g * n2))
assert mismatch < 0.015  # boundary pixels have finite width

# Test the radius-spread law with equal numbers of small and large nuclei.
test_spread = 1.5
spread_samples = []
for _ in range(8):
    points = rng.random((80000, 2)) * L
    covered = np.zeros((2, len(points)), dtype=bool)
    for offset in (-test_spread, test_spread):
        nuclei = rng.random((rng.poisson(N * L**2 / 2), 2)) * L
        d = cKDTree(nuclei, boxsize=L).query(points)[0]
        for j, n in enumerate((n1, n2)):
            covered[j] |= d < r0 + offset + g * n
    spread_samples.append(covered.mean(axis=1))
spread_formula = np.array([
    1 - np.exp(-np.pi * N * ((r0 + g * n)**2 + test_spread**2))
    for n in (n1, n2)])
assert np.all(abs(np.mean(spread_samples, axis=0) - spread_formula) < 0.008)
spread = 0.5
N_spread, r_spread = solve_shape(lambda r, n: (r + g * n)**2 + spread**2)


def late_sum(n):
    return sum((g * (n - k))**2 for k in range(1, n + 1))


# Test late point nuclei; their total is made equal to the initial number.
box = 200.0
late_samples = []
for _ in range(60):
    m0, mlate = rng.poisson(N * box**2, 2)
    start = np.r_[np.full(m0, -r0 / g), rng.integers(1, n2 + 1, mlate)]
    nuclei = rng.random((m0 + mlate, 2)) * box
    separation = abs(nuclei[:, None] - nuclei[None])
    separation = np.minimum(separation, box - separation)
    pair = np.hypot(separation[..., 0], separation[..., 1])
    radius_at_birth = g * (start[None, :] - start[:, None])
    buried = np.any(pair < radius_at_birth, axis=0)
    points = rng.random((1500, 2)) * box
    delta = abs(points[:, None] - nuclei[None])
    delta = np.minimum(delta, box - delta)
    inside = np.hypot(delta[..., 0], delta[..., 1]) < g * (n2 - start)
    all_counted = inside.any(axis=1)
    bare_births_only = inside[:, ~buried].any(axis=1)
    assert np.array_equal(all_counted, bare_births_only)
    late_samples.append(all_counted.mean())
late_formula = 1 - np.exp(-np.pi * N * ((r0 + g * n2)**2 + late_sum(n2) / n2))
assert abs(np.mean(late_samples) - late_formula) < 0.015
late_fraction = 0.10


def late_shape(r, n):
    return (r + g * n)**2 + late_fraction * late_sum(n) / n2


N_late, r_late = solve_shape(late_shape)
late40 = 1 - np.exp(-np.pi * N_late * late_shape(r_late, 40))
point_ratio = late_sum(n2) / late_sum(n1)
assert point_ratio > a2 / a1  # purely late point nuclei cannot fit the data

# Initial discs that may not overlap: size the bias of the random formula.
box = 500.0
hard_samples = []
for _ in range(12):
    count = round(N * box**2)
    nuclei = np.empty((count, 2))
    placed = 0
    while placed < count:
        trial = rng.random(2) * box
        delta = abs(nuclei[:placed] - trial)
        delta = np.minimum(delta, box - delta)
        if placed == 0 or np.min(np.sum(delta**2, axis=1)) >= (2 * r0)**2:
            nuclei[placed] = trial
            placed += 1
    d = cKDTree(nuclei, boxsize=box).query(rng.random((50000, 2)) * box)[0]
    hard_samples.append([(d < r0 + g * n).mean() for n in (n1, n2)])
hard = np.mean(hard_samples, axis=0)
assert hard[0] > theta1 and hard[1] > theta2
N_hard, r_hard = infer(*hard)

# Scatter when one finite image of the same surface is used at both cycles.
window, margin = 200.0, 10.0
axis = margin + np.arange(1.0, window, 2.0)
grid = np.stack(np.meshgrid(axis, axis), axis=-1).reshape(-1, 2)
image_results = []
for _ in range(200):
    width = window + 2 * margin
    nuclei = rng.random((rng.poisson(N * width**2), 2)) * width
    d = cKDTree(nuclei).query(grid)[0]
    image_results.append(infer((d < r0 + g * n1).mean(),
                               (d < r0 + g * n2).mean()))
image_results = np.array(image_results)
assert abs(image_results[:, 0].mean() / N - 1) < 0.05
image_std = image_results.std(axis=0, ddof=1)

# Coverage errors, growth-rate error, no-overlap estimate, delay threshold.
error = 0.02
corners = np.array([infer(theta1 + s * error, theta2 + t * error)
                    for s, t in product((-1, 1), repeat=2)])
N_fast, r_fast = infer(theta1, theta2, 1.1 * g)
ratio = np.sqrt(theta2 / theta1)
r_naive = g * (n2 - ratio * n1) / (ratio - 1)
N_naive = theta1 / (np.pi * (r_naive + g * n1)**2)
threshold = 1 - np.exp(-a2 * (n1 / n2)**2)
assert infer(threshold - 0.01, theta2)[1] < 0 < infer(threshold + 0.01, theta2)[1]

print(f"Input coverages at {n1} and {n2} cycles: {theta1:.2f}, {theta2:.2f}")
print(f"Input radial growth: {g:.2f} nm/cycle")
print(f"a at the two cycles: {a1:.6f}, {a2:.6f}")
print(f"sqrt(a) at the two cycles: {np.sqrt(a1):.6f}, {np.sqrt(a2):.6f}")
print(f"Slope of sqrt(a): {(np.sqrt(a2)-np.sqrt(a1))/(n2-n1):.6f} per cycle")
print(f"Nucleus density: {N:.6f} nm^-2 = {N*(centi/nano)**2:.3e} cm^-2")
print(f"Initial radius: {r0:.4f} nm")
print(f"Radii at the two cycles: {r0+g*n1:.4f}, {r0+g*n2:.4f} nm")
print(f"Equivalent head start: {r0/g:.2f} cycles")
print(f"Mean nearest-nucleus spacing: {spacing:.3f} nm")
print(f"Predicted coverage at 0, 40 cycles: {coverage(0,N,r0):.4f}, {coverage(40,N,r0):.4f}")
print(f"Cycle of 99 percent coverage: {n99:.1f}")
print(f"Coverage at {n1} cycles for zero initial radius: {threshold:.4f}")
print(f"Simulated coverages at {n1}, {n2}: {simulated[1]:.4f}, {simulated[3]:.4f}")
print(f"Their standard errors: {standard_error[1]:.4f}, {standard_error[3]:.4f}")
print(f"Recovered from simulation: N {N_recovered:.6f} nm^-2, r0 {r_recovered:.3f} nm")
print(f"Edge-growth pixel mismatch: {100*mismatch:.2f} percent")
print(f"No-overlap estimate: N {N_naive:.6f} nm^-2, r0 {r_naive:.3f} nm")
print(f"Coverage error assumed: +/-{error:.2f}")
print(f"Resulting N range: {corners[:,0].min():.6f} to {corners[:,0].max():.6f} nm^-2")
print(f"Resulting r0 range: {corners[:,1].min():.3f} to {corners[:,1].max():.3f} nm")
print(f"Growth {1.1*g:.2f} nm/cycle: N {N_fast:.6f} nm^-2, r0 {r_fast:.3f} nm")
print(f"Radius spread {spread:.1f} nm: N {N_spread:.6f} nm^-2, mean r0 {r_spread:.3f} nm")
print(f"Late/initial nuclei over {n2} cycles: {late_fraction:.2f}")
print(f"With late nuclei: initial N {N_late:.6f} nm^-2, r0 {r_late:.3f} nm")
print(f"With late nuclei: coverage at 40 cycles {late40:.4f}")
print(f"a ratio, data and purely late point nuclei: {a2/a1:.3f}, {point_ratio:.3f}")
print(f"Non-overlapping starts, same N and r0: coverages {hard[0]:.4f}, {hard[1]:.4f}")
print(f"Random formula then returns: N {N_hard:.6f} nm^-2, r0 {r_hard:.3f} nm")
print(f"Image width: {window:.0f} nm; mean nuclei in image: {N*window**2:.0f}")
print(f"One-image standard deviations: N {image_std[0]:.6f} nm^-2, r0 {image_std[1]:.3f} nm")
print("done: every assertion held")
```

Printed output:

```
Input coverages at 20 and 60 cycles: 0.30, 0.80
Input radial growth: 0.10 nm/cycle
a at the two cycles: 0.356675, 1.609438
sqrt(a) at the two cycles: 0.597223, 1.268636
Slope of sqrt(a): 0.016785 per cycle
Nucleus density: 0.008968 nm^-2 = 8.968e+11 cm^-2
Initial radius: 1.5580 nm
Radii at the two cycles: 3.5580, 7.5580 nm
Equivalent head start: 15.58 cycles
Mean nearest-nucleus spacing: 5.280 nm
Predicted coverage at 0, 40 cycles: 0.0661, 0.5812
Cycle of 99 percent coverage: 112.3
Coverage at 20 cycles for zero initial radius: 0.1637
Simulated coverages at 20, 60: 0.3002, 0.8005
Their standard errors: 0.0010, 0.0011
Recovered from simulation: N 0.008988 nm^-2, r0 1.556 nm
Edge-growth pixel mismatch: 0.29 percent
No-overlap estimate: N 0.002391 nm^-2, r0 4.319 nm
Coverage error assumed: +/-0.02
Resulting N range: 0.007390 to 0.010787 nm^-2
Resulting r0 range: 1.113 to 2.076 nm
Growth 0.11 nm/cycle: N 0.007412 nm^-2, r0 1.714 nm
Radius spread 0.5 nm: N 0.009053 nm^-2, mean r0 1.506 nm
Late/initial nuclei over 60 cycles: 0.10
With late nuclei: initial N 0.008659 nm^-2, r0 1.615 nm
With late nuclei: coverage at 40 cycles 0.5798
a ratio, data and purely late point nuclei: 4.512, 28.425
Non-overlapping starts, same N and r0: coverages 0.3230, 0.8369
Random formula then returns: N 0.010372 nm^-2, r0 1.460 nm
Image width: 200 nm; mean nuclei in image: 359
One-image standard deviations: N 0.000734 nm^-2, r0 0.108 nm
done: every assertion held
```
